\section*{Why a thermal phonon-assisted exciton line is about 1.8 kT wide}

\section*{Question}

I am trying to read a temperature from the low-temperature luminescence of silicon. My notes say that the phonon-assisted free-exciton line has the shape
\[
I(E)\propto \sqrt{E}\,e^{-E/kT},
\]
with $E$ measured from the low-energy threshold, and that its full width at half maximum is about $1.8\,kT$. I cannot reproduce the width.

With $x=E/kT$ I find the maximum at $x=1/2$. Setting the intensity to half its maximum and squaring gives $x=e^{2x}/(8e)$. I iterate this from $x=0$ and get $x=0.051$. Doubling the distance to the peak gives $2(0.5-0.051)\approx0.9$, half the claimed width. If I start at $x=2$ to look for another solution, the iteration runs away.

What is wrong? I would also like to know where the square root comes from, since silicon has anisotropic masses, and how far I can trust the width as a thermometer.

\section*{Answer}

Your equation is right, and $0.051$ is one of its roots. Two things went wrong afterwards. The line is not symmetric, so the distance to one half-height point cannot be doubled; and your iteration is repelled by the second root, which needs a different rearrangement. I start with the line shape, because its assumptions decide when the width means anything.

\subsection*{Where the square root comes from}

Let $E_x$ be the lowest exciton energy, $\hbar\Omega$ the energy of the emitted phonon, and $\mathbf K$ the centre-of-mass wavevector of the exciton, measured from its band minimum. Energy conservation reads
\[
E_x+E(\mathbf K)=h\nu+\hbar\Omega .
\]
The photon carries almost no momentum, but the phonon can take up the wavevector of the exciton. Excitons of every $\mathbf K$ can therefore emit. If $\hbar\Omega$ is the same for all the phonons involved, the photon energy above threshold,
\[
E=h\nu-(E_x-\hbar\Omega),
\]
equals the kinetic energy $E(\mathbf K)$. The line displays the kinetic-energy distribution of the gas.

Assume a nondegenerate gas at temperature $T$, so that the occupation is proportional to $e^{-E(\mathbf K)/kT}$, and a transition matrix element independent of $\mathbf K$. The golden rule then gives
\begin{equation}
I(E)\propto\sum_{\mathbf K}e^{-E(\mathbf K)/kT}\,\delta\bigl(E-E(\mathbf K)\bigr).
\label{sum}
\end{equation}
For a parabolic band with masses $M_1,M_2,M_3$ along its axes,
\[
E(\mathbf K)=\frac{\hbar^2}{2}\left(\frac{K_1^2}{M_1}+\frac{K_2^2}{M_2}+\frac{K_3^2}{M_3}\right).
\]
Put $K_i=\sqrt{2M_i}\,q_i/\hbar$. Then $E(\mathbf K)=q^2$, and $d^3K=\sqrt{8M_1M_2M_3}\,d^3q/\hbar^3$. The masses have moved into a constant prefactor. What remains, with $u=q^2$ and $q^2dq=\tfrac12\sqrt u\,du$, is
\[
\int_0^\infty4\pi q^2\,\delta(E-q^2)\,dq
=2\pi\int_0^\infty\sqrt u\,\delta(E-u)\,du=2\pi\sqrt E .
\]
Since the delta function sets $E(\mathbf K)=E$ in the Boltzmann factor, $I(E)\propto\sqrt E\,e^{-E/kT}$ for $E>0$, and $I=0$ below threshold. The masses enter only through a constant prefactor, so for a parabolic band their anisotropy does not change the shape. In silicon the coupled valence bands make the exciton dispersion more complicated than this. As long as $E(\mathbf K)$ grows as $K^2$ along every direction, the number of states below $E$ still grows as $E^{3/2}$, and the square root survives. A level splitting at $\mathbf K=0$ or higher powers of $K$ make it an approximation; the effect of such deviations is estimated below.

\subsection*{Two half-height points}

Define $g(x)=\sqrt x\,e^{-x}$. Its logarithmic derivative is
\begin{equation}
\frac{g'}{g}=\frac1{2x}-1,
\label{slope}
\end{equation}
positive for $x<1/2$ and negative for $x>1/2$. The single maximum is $g(1/2)=1/\sqrt{2e}=0.42888$. At half height,
\[
\sqrt x\,e^{-x}=\frac1{2\sqrt{2e}} .
\]
Both sides are positive, so squaring adds no false roots:
\begin{equation}
x e^{-2x}=c,\qquad c=\frac1{8e}=0.045985 .
\label{half}
\end{equation}
The left side rises from zero to $1/(2e)=4c$ at $x=1/2$ and then falls to zero. It crosses $c$ once on each side of the peak. Call the roots $x_1<1/2<x_2$.

\subsection*{Why your iteration finds one root}

Your map is $F(x)=c\,e^{2x}$. Its derivative is $F'=2F$, which at a root, where $F(x)=x$, equals $2x$. This is below one at $x_1$ and above one at $x_2$: the lower root attracts and the upper root repels. Starting from zero, the iterates rise steadily to $x_1$, because $F(x)>x$ as long as $xe^{-2x}<c$, and because $F$ is increasing and so cannot carry them past the root. They are
\[
0,\quad0.04598,\quad0.05041,\quad0.05086,\quad0.05091,\ldots
\]

For the other root, take the logarithm of $e^{2x}=x/c$:
\[
x=G(x)=\tfrac12\ln\frac xc,\qquad G'(x)=\frac1{2x}.
\]
This is the inverse map, so its slope at a root is the reciprocal of the previous one. It is below one at $x_2$. Starting at $x=2$, above the root, the iterates fall steadily:
\[
2,\quad1.88629,\quad1.85703,\quad1.84921,\quad1.84710,\quad1.84653,\ldots
\]
Near the root, each step multiplies the error by about $0.10$ at the lower root and $0.27$ at the upper one. The limits are
\begin{equation}
x_1=0.050914,\qquad x_2=1.846317,
\end{equation}
and therefore
\begin{equation}
\boxed{\frac{\mathrm{FWHM}}{kT}=x_2-x_1=1.7954 .}
\label{width}
\end{equation}
The rounded rule $1.8\,kT$ is high by $0.26\%$ relative to this value.

You can verify the roots by substitution:
\begin{align*}
\sqrt{0.050914}\;e^{-0.050914}&=0.2256\times0.9504=0.2144,\\
\sqrt{1.846317}\;e^{-1.846317}&=1.3588\times0.1578=0.2144,
\end{align*}
and $0.42888/2=0.2144$. The lower point lies $0.449\,kT$ below the peak and the upper one $1.346\,kT$ above it, three times as far. The steep side is set by the density of states, the long side by the Boltzmann factor.

There is also a closed form. Multiplying \eqref{half} by $-2$ gives $(-2x)e^{-2x}=-1/(4e)$. The Lambert function is defined by $W(y)e^{W(y)}=y$, so
\[
x_1=-\tfrac12W_0\!\left(-\frac1{4e}\right),\qquad
x_2=-\tfrac12W_{-1}\!\left(-\frac1{4e}\right).
\]
The branch $W_0\ge-1$ gives $x\le1/2$, and $W_{-1}\le-1$ gives $x\ge1/2$. These values agree with direct root finding to better than $10^{-8}$.

The sum \eqref{sum} can be tested without using the density of states. I summed Boltzmann factors over a cubic lattice of $\mathbf K$ points, with masses $1.32\,m_e$ along one axis and $0.59\,m_e$ along the other two. In eleven equal energy bins from $0$ to $2.2\,kT$, the normalized sums matched the integrated formula to about $0.01\%$. In windows $0.02\,kT$ wide centred on $x_1$ and $x_2$, the intensity was $0.4993$ and $0.5007$ of that in the same window at the peak.

\subsection*{A silicon line at 40 K}

Take rough typical values for silicon: $E_x=1.155$ eV and a transverse-optical (TO) phonon of $58$ meV. The threshold is $1.155-0.058=1.097$ eV. At $40$ K, $kT=3.447$ meV, so
\begin{align*}
E_{\rm peak}&=1.0970+\tfrac12(0.003447)=1.0987\ \text{eV},\\
E_{\rm low}&=1.0970+0.0509(0.003447)=1.0972\ \text{eV},\\
E_{\rm high}&=1.0970+1.8463(0.003447)=1.1034\ \text{eV}.
\end{align*}
The width is $1.7954\times3.447=6.19$ meV, or $6.3$ nm at a vacuum wavelength of $1128$ nm. In this ideal line the threshold sits $kT/2=1.7$ meV below the peak, so the peak energy should not be used as $E_x-\hbar\Omega$ without a correction. A neighbouring line, treated below, makes the distance larger.

\subsection*{What moves the width}

\textbf{A slowly varying factor.} Suppose the ideal line is multiplied by $1+\alpha x$ with small $\alpha$. To first order this is $e^{\alpha x}$, and
\[
\sqrt x\,e^{-x}e^{\alpha x}=\sqrt x\,e^{-(1-\alpha)x}.
\]
The shape is the same with $kT$ replaced by $kT/(1-\alpha)$, so the width grows by the fraction $\alpha$. A photon-energy factor $(h\nu)^3$ has $\alpha=3kT/(E_x-\hbar\Omega)=3(3.447)/1097=0.0094$; the computed increase is $0.95\%$. If nonparabolicity raised the density of states by $10\%$ per $kT$, an assumed size, the width would grow by $9.7\%$. Nonparabolicity of that size would matter far more than the rounding of $1.7954$ to $1.8$.

\textbf{A neighbouring line.} The longitudinal-optical (LO) phonon of silicon has a slightly smaller energy than the TO phonon, which puts its line at slightly higher photon energy. With a shift of $2$ meV and an assumed relative strength of $0.10$, the joint line is $7.3\%$ wider than the ideal one. The LO part starts at $2/3.447=0.58\,kT$. It adds nothing at the old peak, but the sum has a new maximum near $x=0.7$, about $4\%$ higher. At $x_2$ the LO part lifts the line by about $15\%$. The flank gains more than the peak, so the upper half-height point moves out.

\textbf{Ground-state splitting.} Two exciton levels separated by $\Delta$, with equal weights, give $[\sqrt x+\sqrt{x-\Delta/kT}\,]e^{-x}$, where the second root is absent below its threshold. For an assumed $\Delta=0.3$ meV the width falls by $0.5\%$. To see why, put $d=\Delta/(2kT)=0.044$ and $y=x-d$. For $y\ge d$ the bracket is $2\sqrt y$ times the factor $\tfrac12\bigl[\sqrt{1+d/y}+\sqrt{1-d/y}\,\bigr]$, which is below one and rises towards one as $y$ grows. In this range the line is therefore the ideal one shifted up by $d$ and weakened, most strongly at $y=d$. Both half-height points lie in this range. They move up, the lower one farther, and the line narrows slightly. This holds only while $\Delta$ is small against $kT$: with the same $\Delta$ and weights the width changes by $-1.9\%$ at $20$ K, $+3.5\%$ at $10$ K and $+21\%$ at $5$ K.

\textbf{Spectral broadening.} A Gaussian of $1$ meV full width changes the ideal width by $-0.01\%$. The two half-height points therefore shift almost equally. This is an accident of the ratio $1/3.447=0.29$, where the change passes through zero. A broadening of $0.1$ to $0.2\,kT$ narrows the line by about $0.5\%$; one of $0.4\,kT$, $0.6\,kT$ or $1\,kT$ widens it by $1.3\%$, $5.6\%$ or $18\%$.

\textbf{Phonon dispersion.} Let the phonon energy vary linearly with $\mathbf K$, with group speed $v$, and take an isotropic mass $M$ for the estimate. In units $\mathbf q=\mathbf K/K_T$, with $K_T=\sqrt{2MkT}/\hbar$, the emitted energy is $x=q^2+2b\,q_z$, where $2b=\hbar vK_T/kT$. Completing the square with $\mathbf p=\mathbf q+b\hat{\mathbf z}$ gives
\[
x=p^2-b^2,\qquad e^{-q^2}=e^{-p^2-b^2+2bp_z}.
\]
The average of $e^{2bp_z}$ over directions is $\sinh(2bp)/(2bp)\approx1+\tfrac23b^2p^2$. The line is thus shifted by $-b^2kT$ and multiplied by a slowly varying factor with $\alpha=\tfrac23b^2$. For an assumed $v=2000$ m/s and a density-of-states mass of $0.77\,m_e$, $\hbar vK_T=0.35$ meV. Then $b=0.35/(2\times3.447)\approx0.05$, and the width grows by about $0.2\%$. For an anisotropic band the mass along the group velocity enters; with the longitudinal mass $1.32\,m_e$, for a velocity along the valley axis, the increase is $0.3\%$.

\textbf{Quantum degeneracy.} For density $n$, thermal wavelength $\lambda$ and $g_s$ internal states, the small parameter is $n\lambda^3/g_s$. In silicon I take $g_s=6\times2\times4=48$, for valleys, electron spin and hole states. With $n=10^{15}$ cm$^{-3}$ and $\lambda=13.4$ nm the parameter is $5\times10^{-5}$. Bose statistics then changes the width by less than $0.01\%$.

\subsection*{When the band is no longer one exciton line}

Excitons can also be excited internally or broken into unbound pairs. In a hydrogenic model with binding energy $R$, the emission strength follows the probability of finding electron and hole together. For bound $s$ levels this is proportional to $1/n^3$. For unbound pairs with internal energy $\varepsilon R$ and Bohr radius $a$, the free density of states per volume, $\sqrt\varepsilon/(4\pi^2a^3)$, is multiplied by the Coulomb enhancement
\[
S(\varepsilon)=\frac{2\pi/\sqrt\varepsilon}{1-e^{-2\pi/\sqrt\varepsilon}} .
\]
Dividing by the ground-state contact density $1/(\pi a^3)$ gives the continuum weight
\[
w(\varepsilon)=\frac{\sqrt\varepsilon\,S(\varepsilon)}{4\pi}
=\frac{1}{2\left(1-e^{-2\pi/\sqrt\varepsilon}\right)} .
\]
Each internal state has its own centre-of-mass square root. With $r=R/kT$,
\begin{equation}
\begin{aligned}
P(x)=e^{-x}\Bigl[&\sum_n\frac1{n^3}\sqrt{x-r(1-n^{-2})}\\
&+\int_0^\infty w(\varepsilon)\sqrt{x-r(1+\varepsilon)}\,d\varepsilon\Bigr],
\end{aligned}
\end{equation}
where a root with a negative argument counts as zero. Thermal equilibrium among all pair states is assumed. As a test, I diagonalized the radial equation for $s$ states in a sphere of radius $30a$ with step $0.02a$, and used its levels and contact densities to compute the total area. The areas agreed within $0.03\%$ at $40$, $77$ and $300$ K.

With $R=14.7$ meV, a rough value for silicon, the $n=2$ onset at $40$ K is at $\tfrac34(14.7)/3.447=3.20\,kT$. This lies beyond $x_2$, so the half-height width is unchanged, although the tail is not. At $77$ K the onset has moved to $3.20\times40/77=1.66\,kT$, inside the ideal line, and the width becomes $1.86\,kT$. At $300$ K the model gives $2.72\,kT$, $51\%$ above the free-exciton value. This keeps a single emitted phonon branch and fixed parameters, so it is not a prediction of the full room-temperature spectrum.

Two other limits are useful. If pairs are uncorrelated, their internal and centre-of-mass densities combine, with $\varepsilon=E\sin^2\theta$, as
\[
\int_0^E\!\sqrt{\varepsilon(E-\varepsilon)}\,d\varepsilon
=2E^2\!\int_0^{\pi/2}\!\sin^2\theta\cos^2\theta\,d\theta=\frac{\pi E^2}{8}.
\]
With $E$ now measured from the threshold for unbound pairs, the line is $E^2e^{-E/kT}$, with width $3.39\,kT$. If instead the exciton transition is forbidden at $\mathbf K=0$ and its amplitude grows as $K$, the intensity gains a factor $K^2\propto E$. The line becomes $E^{3/2}e^{-E/kT}$, with width $2.96\,kT$. Applying the $1.7954$ rule to such a line would overestimate $T$ by $65\%$.

\subsection*{Using it as a thermometer}

For an isolated, allowed free-exciton line, as long as the $n=2$ onset lies beyond $x_2$ (below about $69$ K for $R=14.7$ meV) and $kT$ is well above both the level splitting and the spectral broadening,
\[
T=\frac{\mathrm{FWHM}}{1.7954\,k}.
\]
The lower limit matters in cold samples. At $5$ K the ideal width is only $0.77$ meV, so a broadening of $1$ meV already exceeds it and the rule reads too high.

The silicon TO line is not isolated. Combining the LO line, the splitting, the $1$ meV broadening and the excited and unbound pairs gives $6.65$ meV at $40$ K. Reading that as an ideal line yields $6.65/(1.7954\times0.08617)\approx43$ K, about $7\%$ too high. Nearly all of this comes from the assumed LO strength, so the correction is only as good as that input: strengths of $0.05$ and $0.2$ give $4\%$ and $11\%$. It also depends strongly on temperature. With the same inputs the excess is about $38\%$ at $10$ K, $20\%$ at $20$ K, $13\%$ at $30$ K and $2.5\%$ at $60$ K. Nonparabolicity is not in this combination; if it had the size assumed above, $10\%$ per $kT$, it would add a comparable error.

For a real silicon sample, the energies used here are rough but typical, while the strengths and broadenings are assumptions to be replaced by your own. A fit of the whole line should include the LO component and also the excited and unbound pairs, which raise the tail; if they are left out, the fit takes their emission for a higher temperature. In this model at $40$ K, without broadening and fitting up to $6\,kT$, leaving out the LO line raises the fitted $T$ by about $7\%$ on a linear intensity scale; leaving out the pairs raises it by $0.4\%$ on a linear scale and by about $5\%$ on a logarithmic one. The fitted $T$ is the temperature of the exciton gas. It equals the lattice temperature only if the excitons have cooled to it before they recombine. The numerical output below lists the main values behind these estimates.

\section*{Computed values}
\begin{verbatim}
constant c = 1/(8e): 0.045985
lower iterates: 0.00000 0.04598 0.05041 0.05086 0.05091 0.05091
upper iterates: 2.00000 1.88629 1.85703 1.84921 1.84710 1.84653 1.84637 1.84633 1.84632
slopes at roots: 0.102 0.271
peak x: 0.5000; peak height: 0.42888
half-height roots x: 0.050914 1.846317
FWHM / kT: 1.795403
1.8 kT rule is high by: 0.26 %
K sum, largest bin error: 0.01 %
K sum, intensity ratios at roots: 0.4993 0.5007
temperature: 40 K; kT: 3.4469 meV
exciton energy: 1.155 eV
TO phonon energy: 58 meV
threshold: 1.0970 eV
peak: 1.09872 eV = 1128.44 nm
half-height energies: 1.09718 1.10336 eV
FWHM: 6.189 meV
FWHM: 6.34 nm
binding energy: 14.7 meV
n=2 onset: 3.198 kT
electron masses: 0.92 0.19 m_e
assumed hole mass: 0.40 m_e
exciton masses: 1.32 0.59 m_e
density-of-states exciton mass: 0.772 m_e
LO shift: 2.0 meV; strength: 0.10
LO line, width change: 7.28 %
splitting: 0.3 meV
splitting, width change: -0.49 %
Gaussian broadening FWHM: 1.0 meV
broadening, width change: -0.01 %
assumed DOS growth: 10 % per kT
nonparabolicity, width change: 9.71 %
photon factor cubed, width change: 0.95 %
exciton density: 1e+15 cm^-3; states: 48
thermal wavelength: 13.42 nm
degeneracy parameter: 5.03e-05
Bose statistics, width change: -0.0016 %
assumed phonon group speed: 2000 m/s
phonon dispersion energy: 0.348 meV
LO+splitting+broadening+pairs FWHM: 6.651 meV
same FWHM: 1.9295 kT
apparent temperature: 42.99 K
pair-spectrum FWHM at 40 K: 1.7954 kT
pair-spectrum FWHM at 77 K: 1.8551 kT
pair-spectrum FWHM at 300 K: 2.7174 kT
pair area, largest error against box: 0.025 %
forbidden line FWHM: 2.9586 kT
uncorrelated pairs FWHM: 3.3947 kT
\end{verbatim}
